# Wigner-Seitz truncated Coulomb kernel by minimum images: construction and error analysis, part 1

(Sections cited here and not found follow in the second part.)

\[
\tilde K(\mathbf G)=S(G)+\frac{\Omega}{N^3}\sum_j e^{-i\mathbf G\cdot\mathbf r_j}L(|\mathbf r_j|_m),\quad L(r)=\frac{\operatorname{erf}\alpha r}{r},\quad S=\frac{4\pi}{G^2}\big(1-e^{-G^2/4\alpha^2}\big),
\]
with \(S(0)=\pi/\alpha^2\), \(L(0)=2\alpha/\sqrt\pi\) and \(|\mathbf r|_m=\min_{\mathbf R}|\mathbf r-\mathbf R|\). For a target \(\varepsilon=e^{-\lambda}\) the parameters are
\[
\alpha=\sqrt\lambda/R_{\rm in},\qquad M_{\min}\ge G_c+2\lambda/R_{\rm in}.
\]
This rule makes the electrostatic energy agree with the open-boundary energy up to terms of order \(\varepsilon\), provided the density autocorrelation is negligible on and outside the cell boundary and its spectrum is negligible beyond \(G_c\). It does not give the individual coefficients \(\tilde K(\mathbf G)\) to accuracy \(\varepsilon\): in the cubic and fcc cells treated here they carry an error of order \(N^{-2}\).

The algebra is in atomic units. The lattice is \(\{\mathbf R\}\) with basis \(\mathbf a_i\), reciprocal basis \(\mathbf b_i\), cell volume \(\Omega\) and Wigner-Seitz cell \(W\), whose in-radius is \(R_{\rm in}=\tfrac12\min|\mathbf R|\). The grid is \(\mathbf r_j=\sum_i j_i\mathbf a_i/N\). Its alias vectors are \(\mathbf M=N\mathbf G\), for which \(e^{i\mathbf M\cdot\mathbf r_j}=1\), and \(M_{\min}\) is the shortest. Numbers are in Å; kernels are in Å\(^2\), and energies are the atomic-unit expressions times \(e^2/4\pi\epsilon_0=14.39965\) eV Å. The running example is an fcc cell with \(a=16\) Å, \(\Omega=1024\) Å\(^3\), \(R_{\rm in}=a\sqrt2/4=5.6569\) Å, holding Gaussian charges \(+2e\) and \(-e\) of width \(\sigma=0.5\) Å, 1 Å apart along \(z\). Computed values are taken from the numerical output below; intermediate values, exponents and estimates follow from them by the arithmetic shown in the text.

## What the kernel has to do

Let \(n(\mathbf r)\) be one isolated charge density, \(\hat n(\mathbf q)=\int n\,e^{-i\mathbf q\cdot\mathbf r}d^3r\), and \(c(\mathbf r)=\int n(\mathbf r')n(\mathbf r'+\mathbf r)d^3r'\), which is even and has \(\hat c=|\hat n|^2\). The wanted energy is \(E_{\rm iso}=\tfrac12\int c(\mathbf r)/r\,d^3r\). A plane-wave code evaluates \(E[K]=(1/2\Omega)\sum_{\mathbf G}K(\mathbf G)\hat c(\mathbf G)\). The first naive choice, \(4\pi/G^2\) with \(\mathbf G=0\) dropped, couples the charge to its images and to a neutralizing background. For the example it misses \(E_{\rm iso}=16.3515\) eV by \(-2.0997\) eV.

The periodized autocorrelation has the Fourier series \(c_p(\mathbf r)=\sum_{\mathbf R}c(\mathbf r+\mathbf R)=\Omega^{-1}\sum_{\mathbf G}\hat c\,e^{i\mathbf G\cdot\mathbf r}\). Inserting the definition of \(K\) and summing over all \(\mathbf G\) gives \(E[K]=\tfrac12\int_W c_p/r\). In the term \(\mathbf R\), put \(\mathbf r'=\mathbf r+\mathbf R\); this runs over the cell around \(\mathbf R\), where \(|\mathbf r'-\mathbf R|=|\mathbf r'|_m\) by the definition of \(W\). The cells tile space, so
\[
E[K]=\frac12\int\frac{c(\mathbf r)}{|\mathbf r|_m}d^3r,\qquad E[K]-E_{\rm iso}=\frac12\int_{\notin W}c\,\Big(\frac1{|\mathbf r|_m}-\frac1r\Big)d^3r .
\]
The truncated potential repeated over the lattice is \(1/|\mathbf r|_m\), and the energy is the isolated one when \(c\) vanishes outside \(W\). The condition is on pair separations, so a ball-shaped density needs a diameter below \(R_{\rm in}\). When \(c\ge0\) leaks out, the error is positive. No unit cell contains a larger ball than \(W\), because translates of the ball by the shortest \(\mathbf R\) must not overlap.

## A surface formula for the exact kernel

A reference is needed to measure errors. Apply Green's identity on \(W\) to \(f=1/r\) and \(g=e^{-i\mathbf G\cdot\mathbf r}\), with \(\nabla^2g=-G^2g\) and \(\nabla^2f=-4\pi\delta\):
\[
-G^2K+4\pi=\oint(f\,\partial_ng-g\,\partial_nf)\,dS .
\]
Opposite faces differ by a lattice translation. On them \(f\) takes equal values (both points have the same \(|\mathbf r|_m\)), \(g\) and its gradient take equal values when \(\mathbf G\) is a reciprocal vector, and the normals are opposite, so the first term cancels. On a face \(F\) at distance \(d_F\) from the origin, \(\partial_nf=-d_F/r^3\), and \(d_F\,dS/r^3=d\Omega_s\) is the solid angle seen from the origin. Inversion symmetry of \(W\) removes the sine, so
\[
K(\mathbf G)=\frac{4\pi-\omega(\mathbf G)}{G^2},\qquad\omega(\mathbf G)=\oint\cos(\mathbf G\cdot\mathbf r)\,d\Omega_s ,
\]
and \(K(0)=\oint d\Omega_s\int_0^\rho r\,dr=\tfrac12\oint\rho^2d\Omega_s\), with \(\rho\) the distance to the boundary. Since \(|\omega|\le4\pi\), \(0\le K\le8\pi/G^2\). An independent route integrates along each ray, \(\int_0^\rho r\cos kr\,dr=\rho\sin(k\rho)/k+(\cos k\rho-1)/k^2\) with \(k=\mathbf G\cdot\hat{\mathbf r}\). The two forms were tested to agree to \(10^{-9}\) Å\(^2\) at four fcc vectors, and to disagree by more than 10% at an off-lattice wave vector, where the cancellation fails. A surface quadrature for each \(\mathbf G\) needs the faces of \(W\) and costs far more than one FFT, which is the reason to sample \(|\mathbf r|_m\) instead.

## Finding the minimum image

The second naive choice wraps fractional coordinates into \([-\tfrac12,\tfrac12)\) and uses \(|\mathbf r|\). That truncates on the parallelepiped, not on \(W\). Its in-radius is half a plane spacing, \(\pi/|\mathbf b_i|=\pi/0.68017=4.62\) Å in the fcc cell against 5.66 Å, and it lacks cubic symmetry: at \(N=24\) the equivalent vectors (111) and \((11\bar1)\) get 28.72 and 36.87 Å\(^2\), where the minimum image gives 33.39 Å\(^2\) to both. Searching the 27 cells with shifts \(-1,0,1\) depends on the basis. With \(\mathbf a_3\) replaced by \(\mathbf a_3+4\mathbf a_1\), the same lattice, it returns distances wrong by up to 8.78 Å on a \(12^3\) grid.

A safe search follows from the triangle inequality. After wrapping, let \(\rho_0=\max_j|\mathbf r_j|\). The nearest \(\mathbf R^*\) obeys \(|\mathbf r-\mathbf R^*|\le|\mathbf r|\), because \(\mathbf R=0\) is a candidate, so \(|\mathbf R^*|\le|\mathbf r|+|\mathbf r-\mathbf R^*|\le2\rho_0\). Its integer coordinates \(n_i=\mathbf R^*\cdot\mathbf b_i/2\pi\) satisfy \(|n_i|\le2\rho_0|\mathbf b_i|/2\pi\). With this search the skew and the primitive basis were tested to give the same \(\tilde K(0)\) to \(10^{-8}\) Å\(^2\).

## Why the potential must be split

For a periodic \(f\) with coefficients \(\hat f(\mathbf q)=\int_Wf\,e^{-i\mathbf q\cdot\mathbf r}\), insert \(f=\Omega^{-1}\sum_{\mathbf q}\hat f\,e^{i\mathbf q\cdot\mathbf r}\) into the grid sum. The sum \(N^{-3}\sum_je^{i(\mathbf q-\mathbf G)\cdot\mathbf r_j}\) is 1 when \(\mathbf q-\mathbf G\) is an alias vector and 0 otherwise, so
\[
\frac{\Omega}{N^3}\sum_je^{-i\mathbf G\cdot\mathbf r_j}f(\mathbf r_j)=\sum_{\mathbf M}\hat f(\mathbf G+\mathbf M),
\]
provided the series converges absolutely. The third naive choice, \(f=1/|\mathbf r|_m\), fails here: the sample at the origin is infinite, and \(\sum_{\mathbf M}4\pi/|\mathbf G+\mathbf M|^2\) diverges in three dimensions. The singularity has to be transformed analytically.

Write \(1/r=(2/\sqrt\pi)\int_0^\infty e^{-t^2r^2}dt\). The range \(t<\alpha\) gives \(L(r)\) and \(t>\alpha\) gives \(\operatorname{erfc}(\alpha r)/r\). The all-space transform of \(e^{-t^2r^2}\) is \((\pi/t^2)^{3/2}e^{-q^2/4t^2}\), so the integrand becomes \(2\pi t^{-3}e^{-q^2/4t^2}=(4\pi/q^2)\,\frac{d}{dt}e^{-q^2/4t^2}\). Hence \(\hat L(q)=4\pi e^{-q^2/4\alpha^2}/q^2\), and the short-range part has the transform \(S(q)\), with limit \(\pi/\alpha^2\) at \(q=0\).

The scheme uses \(S\), an integral over all space, in place of one over \(W\). Define \(T(\mathbf q)=\int_{\notin W}e^{-i\mathbf q\cdot\mathbf r}\operatorname{erfc}(\alpha r)/r\). The coefficient of \(L(|\mathbf r|_m)\) is \(\hat L_W=K-(S-T)\). Then \(\tilde K=S+\hat L_W(\mathbf G)+\sum_{\mathbf M\ne0}\hat L_W(\mathbf G+\mathbf M)\), where \(S+\hat L_W(\mathbf G)=K+T\), and the surface formula for \(K(\mathbf q)\) gives, with \(\mathbf q=\mathbf G+\mathbf M\ne0\),
\[
\tilde K-K=T(\mathbf G)+\sum_{\mathbf M\ne0}\Big[\frac{4\pi e^{-q^2/4\alpha^2}}{q^2}-\frac{\omega(\mathbf q)}{q^2}+T(\mathbf q)\Big].
\]
Absolute convergence of this sum is assumed, not proved; its consequences are tested below. There are three errors: a tail, a Gaussian alias term, and a term in \(\omega\) that contains no \(\alpha\). The \(T(\mathbf q)\) in the bracket comes from the boundary slope of \(\operatorname{erfc}(\alpha r)/r\), which carries \(e^{-\alpha^2R_{\rm in}^2}\), and is dropped when \(\alpha R_{\rm in}\) is large.

## The tail

The exterior of \(W\) lies outside the sphere of radius \(R_{\rm in}\), so \(|T|\le4\pi\Phi(R_{\rm in})\) with
\[
\Phi(R)=\int_R^\infty r\operatorname{erfc}(\alpha r)dr=\Big(\frac1{4\alpha^2}-\frac{R^2}2\Big)\operatorname{erfc}\alpha R+\frac{R\,e^{-\alpha^2R^2}}{2\alpha\sqrt\pi}.
\]
To check it, differentiate the right side, using \(\frac{d}{dR}\operatorname{erfc}\alpha R=-2\alpha e/\sqrt\pi\) with \(e=e^{-\alpha^2R^2}\). The first term gives \(-R\operatorname{erfc}-e/(2\alpha\sqrt\pi)+\alpha R^2e/\sqrt\pi\) and the second \(e/(2\alpha\sqrt\pi)-\alpha R^2e/\sqrt\pi\); the sum is \(-R\operatorname{erfc}\alpha R\), and both sides vanish at infinity. At \(R=0\), \(4\pi\Phi=\pi/\alpha^2=S(0)\). For large \(x=\alpha R\), \(\operatorname{erfc}x\approx e^{-x^2}(1-1/2x^2)/(x\sqrt\pi)\); the terms in \(x/2\) cancel, leaving \(\alpha^2\Phi\approx e^{-x^2}(1/4x+1/4x)/\sqrt\pi\), so \(4\pi\Phi\approx2\sqrt\pi R^2e^{-x^2}/x^3\). At the deliberately small \(\alpha R_{\rm in}=1.5\), the combination \((4\tilde K_{48}-\tilde K_{24})/3-K\), which removes an \(N^{-2}\) term, gives \(T(0)=1.66180\) Å\(^2\), against \(\oint\Phi(\rho)d\Omega_s=1.66181\) Å\(^2\) and the bound 2.670 Å\(^2\).

## The kink

The function \(L(|\mathbf r|_m)\) is continuous across \(\partial W\), but its normal slope changes sign there. A small \(\alpha\) weakens this kink only by enlarging the tail; when \(\alpha R_{\rm in}\) is large, the slope at the boundary is that of \(1/r\) and no longer depends on \(\alpha\). That is the case treated here. Split \(\omega=\sum_F\omega_F\) over faces. If \(\mathbf M\) has a component along face \(F\), the phase oscillates over the face and an integration by parts along it costs a further power of \(1/M\). If \(\mathbf M=mM_F\hat{\mathbf n}_F\) is normal to the face, \(\mathbf M\cdot\mathbf r=mM_Fd_F\) is constant on it. The face bisects a lattice vector \(\mathbf R_F=2d_F\hat{\mathbf n}_F\), so \(mM_Fd_F=\mathbf M\cdot\mathbf R_F/2\) is a multiple of \(\pi\), and \(\cos(\mathbf q\cdot\mathbf r)=\cos(mM_Fd_F)\cos(\mathbf G\cdot\mathbf r)\). To leading order in \(1/N\), for \(G\ll M_{\min}\),
\[
\tilde K-K\approx-\sum_F\omega_F(\mathbf G)\sum_{m\ne0}\frac{\cos(mM_Fd_F)}{m^2M_F^2}.
\]
For a cube of side \(a\), \(M_F=2\pi N/a\), \(d_F=a/2\) and the cosine is \((-1)^{Nm}\). With \(\sum_{m\neq0}m^{-2}=\pi^2/3\), \(\sum_{m\neq0}(-1)^mm^{-2}=-\pi^2/6\) and \(h=a/N\), the error is \(-h^2\omega/12\) for even \(N\) and \(+h^2\omega/24\) for odd \(N\). These are the end corrections of the trapezoid and midpoint rules, since the face passes through grid points or midway between them. At \(\mathbf G=0\), \(\omega=4\pi\): for a 10 Å cube, \(-\pi(10/24)^2/3=-0.18181\) against the measured \(-0.18170\) Å\(^2\), and \(+\pi(10/25)^2/6=0.08378\) against 0.08377 Å\(^2\).

For fcc the twelve faces are normal to \(\langle110\rangle\). Reciprocal vectors \((2\pi/a)(h,k,l)\) have indices of equal parity, so the shortest along (110) is (220), \(M_F=4\sqrt2\pi N/a\), and \(M_Fd_F=2\pi N\). The cosine is 1 for either parity, and
\[
\tilde K-K\approx-s\,\omega(\mathbf G),\qquad s=\frac{\pi^2}{3}\frac{a^2}{32\pi^2N^2}=\frac{a^2}{96N^2}.
\]
At \(N=23\), \(s=256/(96\cdot529)=5.041\times10^{-3}\) Å\(^2\), so \(K(0)=244.583\) Å\(^2\) should be off by \(-4\pi s=-0.06335\); the measured error is \(-0.06315\) Å\(^2\), or \(-2.6\times10^{-4}\) of \(K(0)\). For (111), \(\omega=4\pi-0.68017^2\times33.3753=-2.874\), predicting \(+0.01449\) against 0.01437 Å\(^2\). The remainder is not derived here. At \(\mathbf G=0\) it is 0.13% of the leading term at \(N=24\) and 0.03% at \(N=48\), as an \(N^{-4}\) term would give, but 0.3% at \(N=23\), so it is not a smooth function of \(N\). Lattices whose faces have no alias vector normal to them are not treated.

The exact kernel \(K\) gives the isolated energy when the density autocorrelation vanishes outside \(W\), but the coefficients of the sampled kernel \(\tilde K\) carry a kink error of order \(N^{-2}\) in the cubic and fcc cells. It remains to show why the energy escapes this error, to choose \(\alpha\) and the grid, and to test the result, including when confinement fails.
